# Screened binding of two lanthanum acceptors to a vacancy in hafnia

## Scaling fixes the form

Two lanthanum ions in hafnia sit beside a missing oxygen ion. If the defects are treated as point charges in a uniform dielectric, the binding energy can depend only on the Coulomb constant \(K=e^2/(4\pi\epsilon_0)\), the lattice constant \(a\) and the relative permittivity \(\varepsilon\). Since \(K\) is an energy times a length, the energy must be \(K/a\) times a function of \(\varepsilon\). In a linear dielectric, fixed charges produce potentials reduced by \(1/\varepsilon\), so

\[
E_0=C\,\frac{K}{\varepsilon a}.
\]

The pure number \(C\) contains the charges and the geometry.

The setting is the ideal cubic fluorite lattice with \(a=0.51\) nm (5.1 angstrom) and static \(\varepsilon=20\). Energies are in eV and lengths in nm, so \(K=1.43996\) eV nm. The scale is

\[
\frac{K}{\varepsilon a}=\frac{1.43996}{20\times0.51}\ \text{eV}=0.1412\ \text{eV}.
\]

An answer near 1.1 eV therefore requires \(C\) near 8.

## Charges and geometry

Charges are counted relative to the perfect crystal. A La\(^{3+}\) ion on an Hf\(^{4+}\) site has charge \(-e\). Removing an O\(^{2-}\) ion leaves \(+2e\). Two acceptors and one vacancy are neutral together.

Put the vacancy at \(a(\tfrac14,\tfrac14,\tfrac14)\). Its four cation neighbours are at

\[
(0,0,0),\quad a(\tfrac12,\tfrac12,0),\quad a(\tfrac12,0,\tfrac12),\quad a(0,\tfrac12,\tfrac12).
\]

These are the corners of a regular tetrahedron. The distance from its centre to a corner is

\[
r=a\sqrt{3\left(\tfrac14\right)^2}=\frac{\sqrt3}{4}a=0.2208\ \text{nm}.
\]

Any two corners differ by \(a/2\) in exactly two coordinates, so

\[
d=a\sqrt{2\left(\tfrac12\right)^2}=\frac{a}{\sqrt2}=0.3606\ \text{nm}.
\]

All six choices of a La pair are thus equivalent. We place the La ions at the first two corners.

Let \(v(s)\) be the interaction energy of two positive unit charges at separation \(s\). Each vacancy–La pair contributes \((+2)(-1)v(r)=-2v(r)\), and the La–La pair contributes \((-1)(-1)v(d)=+v(d)\). The zero of energy is infinite separation. Binding is the energy needed to reach that state, hence minus the interaction energy:

\[
E_b=4v(r)-v(d).
\]

Each charge also interacts with the polarization it creates itself. In a uniform linear medium this self-energy does not depend on where the other charges are, so it cancels.

## Screening at a finite distance

A bond length is not a macroscopic distance, and the lattice may not screen fully there. To see when the uniform dielectric is a good approximation, let the screening depend on wavenumber \(k\):

\[
\frac1{\varepsilon(k)}=\frac1\varepsilon+\Delta\,\frac{k^2\lambda^2}{1+k^2\lambda^2},
\qquad
\Delta=\frac1{\varepsilon_\infty}-\frac1\varepsilon .
\]

This is a model interpolation. At small \(k\), ions and electrons both screen, giving \(\varepsilon\). At large \(k\), only electrons screen, giving \(\varepsilon_\infty\). The length \(\lambda\) sets the crossover. The model ignores the loss of electronic screening at still shorter wavelengths.

The bare interaction \(K/s\) has the Fourier transform \(4\pi K/k^2\). Screening divides it by \(\varepsilon(k)\):

\[
\tilde v(k)=\frac{4\pi K}{k^2\varepsilon(k)}
=4\pi K\left[\frac1{\varepsilon k^2}+\frac{\Delta}{k^2+\lambda^{-2}}\right],
\]

because \(\lambda^2/(1+k^2\lambda^2)=1/(k^2+\lambda^{-2})\).

To return to distance, take the transform of \(e^{-s/\lambda}/s\). The angular integral of the plane wave is \(4\pi\sin(ks)/(ks)\), so

\[
\int\frac{e^{-s/\lambda}}{s}e^{-i\mathbf k\cdot\mathbf s}\,d^3s
=\frac{4\pi}{k}\int_0^\infty e^{-s/\lambda}\sin(ks)\,ds
=\frac{4\pi}{k}\,\frac{k}{k^2+\lambda^{-2}}
=\frac{4\pi}{k^2+\lambda^{-2}} .
\]

This matches the second term in \(\tilde v\). Therefore

\[
v(s)=\frac Ks\left[\frac1\varepsilon+\Delta\,e^{-s/\lambda}\right].
\]

## Leading term: \(\lambda\ll r\)

When the crossover length is short compared with the bond, the exponential is dropped and \(v(s)=K/(\varepsilon s)\). Then

\[
E_0=\frac K\varepsilon\left(\frac4r-\frac1d\right)
=\frac K{\varepsilon a}\left(\frac{16}{\sqrt3}-\sqrt2\right),
\]

since \(4/r=16/(\sqrt3a)\) and \(1/d=\sqrt2/a\). Thus \(C=9.238-1.414=7.823\). The two parts are

\[
E_0=(1.3041-0.1996)\ \text{eV}=1.1045\ \text{eV}\approx1.1\ \text{eV},
\]

or \(1.77\times10^{-19}\) J. The La–La repulsion removes about 15% of the attraction.

The ions can also be added one at a time. The first La gains \(2K/(\varepsilon r)=0.652\) eV. The second feels the same attraction but is repelled by the first, so it gains \(0.652-0.200=0.452\) eV. Integrating the force while the second La is carried away gives the same 0.452 eV.

## First correction

The full model energy is \(E_b=E_0+\delta E\), with

\[
\delta E=K\Delta\left(\frac{4e^{-r/\lambda}}r-\frac{e^{-d/\lambda}}d\right).
\]

Because \(d>r\), the second exponential is smaller by a factor \(e^{-(d-r)/\lambda}\) as \(\lambda\to0\). The first correction is therefore

\[
\delta E\simeq\frac{4K\Delta}{r}e^{-r/\lambda}.
\]

It is positive: weaker screening strengthens the net attraction. There is no correction in powers of \(\lambda/r\) in this model. Expanding \(1/\varepsilon(k)\) in powers of \(k^2\) and dividing by \(k^2\) adds only polynomials in \(k^2\) to \(\tilde v\). In real space these are delta functions and their derivatives at \(s=0\), which vanish at a nonzero separation.

Take a rough electronic permittivity \(\varepsilon_\infty=4.5\), so \(\Delta=0.2222-0.0500=0.1722\). The prefactor is

\[
\frac{4K\Delta}{r}=\frac{4\times1.43996\times0.1722}{0.2208}\ \text{eV}\approx4.49\ \text{eV}.
\]

For the trial value \(\lambda=0.05\) nm, \(e^{-r/\lambda}=e^{-4.42}\approx0.012\), and the first correction is about 0.05 eV. The full model gives 1.16 eV.

For \(\lambda=0.10\) nm, \(e^{-2.21}\approx0.11\), and the first correction is about 0.49 eV. Keeping the La–La term reduces this to 0.47 eV, and the full result is 1.58 eV. The correction is now 43% of \(E_0\).

The condition for the uniform-dielectric estimate is thus more demanding than \(\lambda<r\). Dividing the first correction by \(E_0\) gives \((4.49/1.1045)e^{-r/\lambda}\approx4.1e^{-r/\lambda}\). It is this quantity that must be small.

## The opposite limit: \(\lambda\gg r,d\)

If the ionic lattice cannot screen at these separations, expand

\[
\frac{e^{-s/\lambda}}s=\frac1s-\frac1\lambda+O\!\left(\frac{s}{\lambda^2}\right).
\]

The \(1/s\) terms combine with \(1/\varepsilon\) to give \(1/\varepsilon_\infty\). The constant terms carry the weight \(4-1=3\), so

\[
E_b=\frac K{\varepsilon_\infty}\left(\frac4r-\frac1d\right)-\frac{3K\Delta}\lambda+O(\lambda^{-2}).
\]

The leading value is 4.9 eV. The coefficient \(3K\Delta\) is about 0.74 eV nm, so the first correction is small compared with 4.9 eV only when \(\lambda\) is much larger than 0.15 nm. Neither trial length lies in this regime.

## Where the lanthanum ions sit

With uniform screening and an isolated vacancy, the adjacent pair has the strongest binding of all placements of two La ions. A search over cation sites within \(1.2a=0.612\) nm of the vacancy gives 0.88 eV for the next-best arrangement. If one ion lies farther away, its attraction is at most \(2K/(\varepsilon\,1.2a)\approx0.24\) eV. Even without repulsion, the total cannot exceed \(0.65+0.24=0.89\) eV. With both ions outside, it is smaller still.

The second cation shell is at 0.4229 nm. The best arrangement with both La ions there has 0.59 eV of binding, which costs 0.51 eV relative to the adjacent pair. La\(^{3+}\) is larger than Hf\(^{4+}\), and short-range forces may favour a different site. They would have to supply more than 0.51 eV to reverse this particular comparison, but only \(1.10-0.88\approx0.23\) eV to put the next-best arrangement ahead of the adjacent pair. Size and relaxation energies can be this large: in cubic zirconia, oversized trivalent dopants such as yttrium are generally found to prefer second-neighbour sites around the vacancy. The ranking here is that of point charges on an unrelaxed lattice and does not decide where La sits in real hafnia.

Relaxation also changes the distances. Moving both La ions outward by a trial 0.01 nm multiplies \(r\) and \(d\) by the same factor, and the binding falls to 1.06 eV. This omits elastic energy, and part of the ionic response is already included in \(\varepsilon\).

## Doping and temperature

Infinite separation is unavailable in a doped film. Consider a periodic cell with 32 cation sites, two La ions and one vacancy, so that the La site fraction is \(x=0.0625\). With \(\varepsilon=20\), the mean energy over all La placements lies 0.51 eV above the lowest one, which is an adjacent pair. This is about half the dilute binding. The two numbers have different references: the average over placements in one cell here, infinite separation before. The cell also repeats every defect in a regular array, which a random alloy does not, so 0.51 eV is only an indication of scale.

Entropy also opposes association. Suppose that, apart from the binding energy, cation sites near a vacancy are occupied independently with La probability \(x\), and neglect interactions with other defects. Holding \(x\) at the film average also ignores the loss of free La as other vacancies bind it. Exactly two La neighbours can be chosen in six ways. Relative to no La neighbours, two sites change their probability factor from \(1-x\) to \(x\), giving

\[
\frac{P_2}{P_0}=6\left(\frac{x}{1-x}\right)^2e^{E_0/k_BT}.
\]

Define the association free energy as \(F=k_BT\ln(P_2/P_0)\), positive when association is favoured. Then

\[
F=E_0+k_BT\ln\!\left[6\left(\frac{x}{1-x}\right)^2\right].
\]

Here \(x/(1-x)=1/15\), and the logarithm is \(-3.62\). At a 900 K anneal, \(F=1.10-0.0776\times3.62\approx0.82\) eV. At 358 K it is 0.99 eV. Both are upper estimates, because binding lowers the free La fraction below the film average, and \(F\) falls with it. The effect is not small. At fixed \(x\), a third La neighbour would gain a further \(0.652-2\times0.200=0.25\) eV, and at 900 K three neighbours would be slightly more likely than two. The mean number of La neighbours per vacancy would then exceed two. A film with two La ions per vacancy cannot supply that if the vacancies are well separated, so the free fraction must drop, and \(F\) lies well below the two values above. To size the drop, give each vacancy 4 near and 28 far cation sites, replace \(x\) by the free fraction \(y\), and require that the mean number of La neighbours plus \(28y\) equal 2. This gives \(y\approx0.006\) at 900 K and \(y\approx10^{-5}\) at 358 K, and \(F\approx0.45\) eV at both temperatures. Whether ions can reach this equilibrium depends on migration barriers, which are not calculated here.

## A memory capacitor

An applied field of 2 MV/cm is 0.2 V/nm. A vacancy hop along a cubic axis has length \(a/2=0.255\) nm. If the field is parallel to the hop, its work on the charge \(+2e\) is \(2\times0.2\times0.255=0.10\) eV.

With the La ions fixed, one of the six hops leads to the other oxygen site shared by both. It costs no electrostatic energy. Four hops lose one La contact and cost

\[
\frac{2K}{\varepsilon}\left(\frac1{0.2208\ \text{nm}}-\frac1{0.4229\ \text{nm}}\right)=0.31\ \text{eV}.
\]

The sixth loses both contacts and costs 0.62 eV. At this field, the work does not offset the loss of even one contact. These are differences between end states, not barriers.

The chosen doping, field and temperatures are rough values for a lanthanum-doped hafnia capacitor. The ferroelectric phase is orthorhombic, however, and its permittivity depends on direction. With the geometry fixed, changing \(\varepsilon\) from 16 to 30 changes the binding from 1.38 to 0.74 eV. Uniform screening at a bond length is another assumption that a real film breaks; the two trial lengths raise 1.10 eV to 1.16 and 1.58 eV. The charge state matters too. If the vacancy traps one electron and is treated as a point charge \(+e\), the attraction halves and the total binding becomes \(0.65-0.20=0.45\) eV. The value 1.1 eV is therefore a Coulomb energy scale for the doubly charged vacancy, not a prediction of the full binding energy in a film. The numerical output below gives the values at finer resolution.

## Numbers as computed

```
lattice constant: 0.510 nm
static relative permittivity: 20.0 (no unit)
Coulomb constant K: 1.43996 eV nm
vacancy-La distance: 0.2208 nm
La-La distance: 0.3606 nm
total vacancy-La attraction: 1.3041 eV
La-La repulsion: 0.1996 eV
binding of the cluster: 1.1045 eV
binding of the cluster: 1.770e-19 J
gain from first La: 0.6521 eV
gain from second La: 0.4524 eV
work integral, second La: 0.4524 eV
binding from large Ewald cell: 1.1045 eV
next-best La arrangement: 0.8773 eV
second-shell distance: 0.4229 nm
best binding, both La in second shell: 0.5918 eV
cost of both La in second shell: 0.5127 eV
binding at permittivity 16: 1.381 eV
binding at permittivity 30: 0.736 eV
electronic relative permittivity: 4.5 (no unit)
binding, electronic screening only: 4.909 eV
nonlocal binding, length 0.05 nm: 1.158 eV
nonlocal binding, length 0.10 nm: 1.579 eV
outward La shift: 0.010 nm
binding after outward shift: 1.0566 eV
La fraction of cation sites: 0.0625 (no unit)
doped cell, mean minus lowest energy: 0.512 eV
anneal temperature: 900 K
thermal energy kT at anneal: 0.0776 eV
association free energy at anneal: 0.823 eV
use temperature: 358 K
thermal energy kT at use: 0.0309 eV
association free energy at use: 0.993 eV
applied field: 2.0 MV/cm
vacancy hop length: 0.255 nm
field work on vacancy per hop: 0.102 eV
hop cost, both La contacts kept: 0.000 eV
hop cost, one La contact lost: 0.312 eV
hop cost, both La contacts lost: 0.623 eV
```
